Finite-cell bias of the Warren–Cowley parameter for randomly permuted cations

**Question**

I am analysing cation order in a periodic model of amorphous In-Ga-Zn oxide. The cell is (InGaZnO₄)₁₆, so it has 48 cations: 16 In, 16 Ga and 16 Zn. For In-Ga neighbours I use the Warren–Cowley parameter

α = 1 − P(Ga|In)/c_Ga,

where P(Ga|In) is the fraction of the cation neighbours of In that are Ga, and c_Ga = 1/3. A negative α should mean that In and Ga prefer each other as neighbours, and zero should mean random mixing.

As a baseline I kept the 48 sites fixed, shuffled the labels many times and averaged α. I expected zero, but the average settles at a small negative value. Changing the neighbour cutoff does not remove it. Is the shuffling faulty, or is zero the wrong reference? If it is the wrong reference, what is the right one for 48 cations, and does it matter when I have one structure with α = −0.10?

**Answer**

A small negative average is what correct shuffling gives, so it is no sign of a fault; compare your value with the one derived below. Zero is the random value for an infinite cell, and a finite cell with fixed composition has a different one. The reason is that an In atom cannot be its own neighbour. Once a site is known to hold In, the other 47 sites share 47 labels, of which 16 are still Ga. The chance that a given neighbour is Ga is therefore 16/47, slightly more than 16/48.

**Setting up the average**

Let N sites carry N_A labels A, N_B labels B, and possibly other species, with every arrangement equally likely. The concentrations are c_A = N_A/N and c_B = N_B/N. Let w_ij = 1 if sites i and j are neighbours and 0 otherwise, with w_ii = 0. The coordination of site i is z_i = Σ_j w_ij, and its mean over all sites is z̄.

Define a_i = 1 if site i holds A and zero otherwise, and b_j likewise for B. For two different sites,

E[a_i b_j] = (N_A/N) · N_B/(N − 1).

The first factor is the chance that i holds A. The second is the chance that j holds B once one A label has been used.

In an amorphous network z_i varies from site to site, so "the fraction of neighbours" must be defined. One choice is to compute the B fraction around each A site and then average over the A sites:

P_site = (1/N_A) Σ_i a_i (1/z_i) Σ_j w_ij b_j.

This needs every z_i > 0. Its mean follows by inserting E[a_i b_j]:

E[P_site] = (1/N_A) · N_A N_B/[N(N − 1)] · Σ_i (1/z_i) Σ_j w_ij.

The inner sum is z_i, so each site contributes 1 and the sum over i gives N. Hence

E[P_site] = N_B/(N − 1).

Dividing by c_B = N_B/N gives

E[α] = 1 − N/(N − 1) = (N − 1 − N)/(N − 1) = −1/(N − 1).

A second choice is to count all A-B neighbour pairs,

X = Σ_i Σ_j a_i w_ij b_j,

and divide by the fixed reference number n₀ = N c_A c_B z̄ = N_A N_B z̄/N, so that α = 1 − X/n₀. Since Σ_i Σ_j w_ij = N z̄,

E[X] = N z̄ · N_A N_B/[N(N − 1)] = N_A N_B z̄/(N − 1).

The ratio E[X]/n₀ is again N/(N − 1), and the mean of α is again −1/(N − 1). Coordination and composition have both cancelled. This is why changing your cutoff did not help. The result needs w_ij to be independent of the labels, that is, one cutoff for all cation pairs. With a separate cutoff for each pair of species the neighbour list changes when the labels are shuffled, and the random mean is no longer −1/(N − 1). On a packing like the one below, cutoffs of 0.42 nm for In-In, 0.40 nm for In-Ga and 0.41 nm for In-Zn give a site-averaged In-Ga mean of about +0.03.

For your cell,

P(Ga|In) = 16/47 = 0.3404, compared with c_Ga = 0.3333,

**E[α_In-Ga] = −1/47 = −0.0213.**

**Two limits and a sum rule**

With N = 2, one A and one B that are neighbours, the neighbour of A must be B. Then α = 1 − 1/(1/2) = −1, in agreement with the formula.

The other instructive limit is a cell in which every site neighbours every other site. Then z̄ = N − 1 and X = N_A N_B for every labelling, so

α = 1 − N/(N − 1) = −1/(N − 1)

without any scatter. No arrangement is more ordered than another in this network, yet α is negative. The offset comes from counting and carries no information about chemical preference.

The like-pair parameter moves the other way. After one A is used, N_A − 1 remain, so E[P(A|A)] = (N_A − 1)/(N − 1). With α_AA = 1 − P(A|A)/c_A,

E[α_AA] = 1 − N(N_A − 1)/[N_A(N − 1)]
= [N_A N − N_A − N N_A + N]/[N_A(N − 1)]
= (N − N_A)/[N_A(N − 1)].

For In-In pairs this is 32/(16 · 47) = 0.0426. The two results must fit together, because the neighbour fractions around A add to one:

Σ_B c_B α_AB = Σ_B [c_B − P(B|A)] = 1 − 1 = 0,

where the sum includes B = A. For neighbour fractions this holds for every labelling; with the fixed reference number it holds on average, and for every labelling if all sites have the same coordination. Here it reads (1/3)(2/47) − 2 · (1/3)(1/47) = 0.

**What if the labels are drawn independently?**

Suppose each site is instead labelled by an independent draw with nominal probabilities c_A and c_B. Then E[a_i b_j] = c_A c_B for different sites, so E[X] = N z̄ c_A c_B = n₀ and the mean of 1 − X/n₀ is zero. This needs both concentrations in n₀ to be the nominal ones.

If you use the concentrations actually realised in each draw, the offset returns. Among draws with the same counts, all arrangements are equally likely, which is the permutation problem again. Each composition containing both species then gives −1/(N − 1), and so does their average. Complete enumeration for a six-site network gives 0 for 1 − X/n₀ with nominal concentrations and −0.2 = −1/5 with realised ones.

Your own definition keeps the offset even with the nominal c_Ga, because the fraction is normalised by the A sites actually present. For given counts E[P_site] = N_B/(N − 1), and the mean of N_B over draws is N c_B, apart from the exclusion of draws without any A, which is negligible for 48 sites. The mean of 1 − P_site/c_B is then again −1/(N − 1). The offset therefore stays when the neighbour fraction is formed draw by draw and then averaged. For independent draws, though not for shuffles at fixed composition, it disappears if X and the summed coordination of the A sites are first added over many draws and only then divided, because the ratio of their means is N z̄ c_A c_B/(N z̄ c_A) = c_B.

**A condition on the way you average**

There is a third convention, in which all neighbours of all A atoms are pooled:

R = X/Z_A, with Z_A = Σ_i a_i z_i.

If all sites have the same coordination, Z_A is constant and the result above holds. Otherwise the denominator changes with the labelling, and the mean of a ratio is not the ratio of the means. From X = R Z_A,

E[X] = E[R] E[Z_A] + Cov(R, Z_A).

Since E[Z_A] = N_A z̄, dividing by it and using the earlier E[X] gives

E[R] = N_B/(N − 1) − Cov(R, Z_A)/(N_A z̄),

and therefore

E[α_pooled] = −1/(N − 1) + Cov(R, Z_A)/(c_B N_A z̄).

A small star shows that this correction can be large. Let one centre be joined to five leaves, with two labels each of A, B and C.

- With probability 1/3 the centre is A. The pooled coordination is 5 + 1 = 6, and two of these neighbour entries are B, so R = 1/3.
- With probability 2/3 both A atoms are leaves, and their one neighbour is the centre. Of the four remaining labels two are B, so R is 1 or 0 with equal probability and its mean is 1/2.

Thus E[R] = (1/3)(1/3) + (2/3)(1/2) = 4/9, and E[α_pooled] = 1 − 3 · 4/9 = −1/3. The site-averaged result for the same star is −1/5.

**Numbers for a 48-cation cell**

I took a rough density of 6.0 g/cm³ and a molar mass of 313.917 g/mol for InGaZnO₄. The volume of 16 formula units is

V = 16 · 313.917/(6.022 × 10²³ · 6.0) cm³ = 1.390 nm³,

so a cubic cell has edge L = 1.116 nm. I placed the 48 cation sites as a disordered packing with a chosen closest spacing of 0.31 nm, and called two sites neighbours if they were less than 0.40 nm apart. The coordination ranges from 6 to 11, with mean 9.417 and standard deviation 1.239. Oxygen enters only through the cell volume, and the packing is not a melt-quench structure.

Averages over 400,000 random permutations, with their standard errors, are:

- In-Ga, fixed reference number: −0.02117 ± 0.00016
- In-Ga, site-averaged: −0.02124 ± 0.00016
- In-Ga, fixed reference number, cutoff 0.50 nm: −0.02128 ± 0.00011
- In-In, fixed reference number: 0.04278 ± 0.00021

The In-Ga values agree with −0.02128 within their standard errors. The In-In value lies about one standard error from 0.04255. The larger cutoff raises the mean coordination to 15.958 without moving the In-Ga mean detectably.

For the pooled convention, the covariance estimated from the same permutations shifts the mean by −0.0004, to −0.0216. That is about 2% of the bias, so for this packing the choice of convention hardly changes the mean.

**Can one structure reveal the bias?**

For this you need the scatter of α between labellings. Let the network have m = N z̄/2 bonds, and let u_e = 1 if bond e joins A to B. Then X = Σ_e u_e, and X² is a sum over ordered pairs of bonds (e, f). There are three cases.

1. The bonds are identical. Then u_e² = u_e, and the two possible orientations give E[u_e] = 2N_A N_B/[N(N − 1)].
2. They share one site. Either the shared site is A and both outer sites are B, or the reverse. The probability is

[N_A N_B(N_B − 1) + N_B N_A(N_A − 1)]/[N(N − 1)(N − 2)]
= N_A N_B(N_A + N_B − 2)/[N(N − 1)(N − 2)].

3. They share no site. Each bond has two orientations, so the probability is

4N_A(N_A − 1)N_B(N_B − 1)/[N(N − 1)(N − 2)(N − 3)].

The number of unordered bond pairs sharing a site is S = Σ_i z_i(z_i − 1)/2, since each site offers that many choices of two bonds. The number of disjoint pairs is D = m(m − 1)/2 − S. Ordered pairs bring a factor 2 in the last two cases, so

E[X²] = 2m N_A N_B/[N(N − 1)]
+ 2S N_A N_B(N_A + N_B − 2)/[N(N − 1)(N − 2)]
+ 8D N_A(N_A − 1)N_B(N_B − 1)/[N(N − 1)(N − 2)(N − 3)].

Here m = 48 · 9.417/2 = 226. The mean and spread of z_i give S = 24 · (9.417² + 1.239² − 9.417) ≈ 1939, and then D = 226 · 225/2 − 1939 = 23,486. The three terms are 51.29, 286.99 and 2317.46, which add to 2655.74. Subtracting E[X]² = 51.2908² ≈ 2630.74 leaves Var X ≈ 25.0.

The reference number is n₀ = 48 · (1/3)(1/3) · 9.417 = 50.22. Since α = 1 − X/n₀,

σ_α = √(Var X)/n₀ ≈ 5.00/50.22 = 0.0996.

The sampled permutations give 0.0995. The scatter of one labelling is thus 4.7 times the size of the bias. Averaging M independent labellings on these sites reduces the standard error to σ_α/√M. It equals the bias when

M = (0.0996/0.0213)² ≈ 22,

and one third of the bias when M ≈ 197. Your long shuffle resolves the offset easily; a single structure cannot.

**What to do with α = −0.10**

To set the random mean of an unlike pair to zero in the site-averaged or fixed-reference convention, replace c_B in the denominator by the finite-cell probability N_B/(N − 1):

α_corr = 1 − P(B|A)(N − 1)/N_B.

Your original definition gives P(B|A) = (1 − α)N_B/N. Substituting,

α_corr = 1 − (1 − α)(N − 1)/N = [(N − 1)α + 1]/N.

This shifts α and also rescales it slightly. For your value,

α_corr = [47 · (−0.10) + 1]/48 = −0.077.

For like pairs the denominator must be (N_A − 1)/(N − 1) instead; the formula above would leave (47 · 2/47 + 1)/48 = +0.0625 for In-In. In the pooled convention the covariance term remains, multiplied by (N − 1)/N. The correction removes the offset but not the scatter. Relative to the random mean, your structure lies (−0.10 + 0.0213)/0.0996 ≈ −0.8 standard deviations away, if your network has about the same σ_α as mine. That is no evidence for In-Ga ordering. You should compute σ_α from your own neighbour list, because it depends on the network and the cutoff even though the mean does not. On my sites it falls to about 0.069 at the 0.50 nm cutoff, which would put your value about −1.1 standard deviations away.

For other cell sizes the random means of an unlike pair are:

- 24 cations: −0.0435
- 96 cations: −0.0105
- 192 cations: −0.0052
- 384 cations: −0.0026

If you average over many independent structures of equal N, the random reference stays at −1/(N − 1) in the site-averaged and fixed-reference conventions. More structures reduce the scatter but leave the bias of the uncorrected α unchanged; for cutoffs below the cell edge, that bias shrinks only in a larger cell.

**Very long cutoffs**

The derivation assumed that no site neighbours its own periodic image. In a cubic cell this holds for any cutoff below L. A cutoff below L/2 = 0.558 nm also prevents the same pair from being counted through two images, which the variance formula requires. Both cutoffs above satisfy this.

At longer range, let w_ij count all images of j around i, and let s be the share of self-images among all neighbour entries. A self-image carries the same label as its site and cannot form an A-B pair. With the fixed reference number, E[X] is therefore multiplied by 1 − s:

E[α] = 1 − (1 − s)N/(N − 1) = (sN − 1)/(N − 1).

For a cutoff of 1.20 nm in this cell s = 0.0240, so the mean is (0.0240 · 48 − 1)/47 = +0.003. The offset vanishes at s = 1/N, when self-images make up the same share of the entries as an average site would. This is no remedy for the bias, since the count then mixes the first shell with the periodicity of the cell.

**How this compares with a real film**

The 1:1:1 cation ratio and the density are rough values for amorphous In-Ga-Zn oxide used in thin-film transistors. The cell is far smaller than a device. It holds 48/1.390 ≈ 34.5 cations per nm³, so a channel region of 1 µm × 1 µm × 40 nm would contain about 1.4 × 10⁹ cations, and its counting bias would be about −7 × 10⁻¹⁰. The value −0.0213 belongs to the simulation cell and is not a property of the film.

The random reference assumes that all labellings are equally likely, which the real material need not obey. In, Ga and Zn differ in size and in bonding to oxygen. To see how sensitive α is, give every In-Ga neighbour pair an extra energy w, so that a labelling has weight exp(−wX/kT). Positive w disfavours In-Ga pairs. Expanding numerator and denominator of the weighted mean to first order in w gives

⟨α⟩_w ≈ {E[α] − (w/kT)E[αX]}/{1 − (w/kT)E[X]}
≈ E[α] − (w/kT) Cov(α, X).

With the fixed reference number α = 1 − X/n₀, so the covariance is −Var X/n₀ = −n₀σ_α². Hence

⟨α⟩_w ≈ −1/(N − 1) + w n₀σ_α²/kT.

Suppose the labels freeze in at 1000 K, a chosen value, where kT = 86.17 meV. The energy that cancels the bias to first order is

w = 86.17 meV/(47 · 50.22 · 0.09956²) ≈ 3.7 meV.

Reweighting the sampled permutations at this energy gives ⟨α⟩ = 0.0004 with a sampling error of about 0.0002, a residue of 1 to 3% of the original bias. A chosen trial energy of 20 meV gives +0.094 to first order and +0.104 by reweighting, so the linear estimate is about 10% low there. The reweighted shift from the random mean is about 0.126, nearly six times the size of the bias. These energies illustrate sensitivity and are not calculated for the oxide. The model also keeps the sites fixed, whereas real atoms relax when their neighbours change; I have not estimated that effect.

For your analysis, then, use −1/47 as the random reference and the permutation scatter as the yardstick for a single structure, provided one cutoff serves all cation pairs; with pair-specific cutoffs take both from your own shuffles. A departure from this reference shows only that labels and sites are correlated. With cations of unequal size and one common cutoff, such a correlation can arise from packing alone, without any pair energy, and the equal-spacing model used here does not include it.

Computed values

```
Six-site star, site-averaged mean alpha: -0.200000
Six-site star, pooled mean alpha: -0.333333
Six sites, independent draws, nominal c: 0.000000
Six sites, independent draws, realised c: -0.200000
Cations N: 48; In: 16; Ga: 16; Zn: 16
Density (rough input): 6.0 g/cm3
Molar mass of InGaZnO4: 313.917 g/mol
Cell volume: 1.3901 nm3; cube edge: 1.1160 nm
Target site spacing: 0.31 nm; closest pair: 0.3100 nm
Neighbour cutoff: 0.40 nm; second cutoff: 0.50 nm
Coordination at first cutoff: mean 9.417, s.d. 1.239, min 6, max 11
Mean coordination at second cutoff: 15.958
Ga concentration c_B: 0.333333
Chance that a neighbour of In is Ga: 0.340426
Expected alpha(In-Ga), formula: -0.021277
Expected alpha(In-In), formula: 0.042553
Random permutations sampled: 400000
Sampled alpha(In-Ga), fixed normaliser: -0.02117 +/- 0.00016
Sampled alpha(In-Ga), site-averaged: -0.02124 +/- 0.00016
Sampled alpha(In-Ga), second cutoff: -0.02128 +/- 0.00011
Sampled alpha(In-In): 0.04278 +/- 0.00021
In-Ga pairs, reference n0: 50.222; expected under permutation: 51.291
Single-labeling s.d. of alpha, formula: 0.09956
Single-labeling s.d. of alpha, sampled: 0.09953
Ratio s.d. / |bias|: 4.679
Labelings for standard error = |bias|: 21.9
Labelings for standard error = |bias|/3: 197.0
Pooled-ratio shift of mean alpha: -0.000368
Pooled-ratio mean alpha: -0.021645
Long cutoff: 1.20 nm; self-image share: 0.024008
Expected alpha at long cutoff: 0.003242
Label freeze-in temperature (chosen): 1000 K; kT: 86.17 meV
Pair energy cancelling the bias, first order: 3.683 meV
Reweighted alpha at that energy: 0.00043
Trial pair energy (chosen): 20 meV
Alpha at trial energy, first order: 0.0943
Alpha at trial energy, reweighted: 0.1044
Illustrative observed alpha: -0.1000; corrected: -0.0771
Expected unlike-pair alpha for N = 24: -0.043478
Expected unlike-pair alpha for N = 96: -0.010526
Expected unlike-pair alpha for N = 192: -0.005236
Expected unlike-pair alpha for N = 384: -0.002611
```
